# Magnetic modes on the 4b site of Pbnm and weak ferromagnetism: a numerical check

```python
# Result under test: for spins on the 4b site of Pbnm with k = 0, the symmetry
# modes are G1: AxGyCz, G2: FxCyGz, G3: CxFyAz, G4: GxAyFz, so that Gx may
# carry a weak moment Fz, Gz a weak moment Fx, and Gy none.
# Patterns over sites 1..4: F ++++, G +-+-, C ++--, A +--+ (each divided by 4).
# Model energy: sum over bonds of J Si.Sj + D.(Si x Sj), minus K (S_easy)^2.
# D on c bond 1->2: (alpha, beta, 0); D on in-plane bond 1->4: (a, b, d).
# Energy matrices are per crystal cell and in units of meV times S^2.
import itertools
import numpy as np
from scipy.optimize import minimize

sites = np.array([[.5, 0, 0], [.5, 0, .5], [0, .5, .5], [0, .5, 0]])
patterns = {"F": [1, 1, 1, 1], "G": [1, -1, 1, -1],
            "C": [1, 1, -1, -1], "A": [1, -1, -1, 1]}
claimed = {"G1": "AxGyCz", "G2": "FxCyGz", "G3": "CxFyAz", "G4": "GxAyFz"}

# Space group generated from the three reflections named in the symbol Pbnm
reflections = {"b": (np.diag([-1, 1, 1]), np.array([.5, .5, 0])),
               "n": (np.diag([1, -1, 1]), np.array([.5, .5, .5])),
               "m": (np.diag([1, 1, -1]), np.array([0, 0, .5]))}


def key(op):
    return tuple(np.diag(op[0])) + tuple(np.round(2 * op[1]).astype(int) % 2)


group = {}
pending = [(np.eye(3, dtype=int), np.zeros(3))]
while pending:
    op = pending.pop()
    if key(op) in group:
        continue
    group[key(op)] = op
    for R, t in reflections.values():
        pending.append((R @ op[0], (R @ op[1] + t) % 1))
ops = list(group.values())
assert len(ops) == 8
assert (-1, -1, -1, 0, 0, 0) in group


def site_index(position):
    difference = sites - position
    distance = np.abs(difference - np.round(difference)).sum(axis=1)
    index = int(np.argmin(distance))
    assert distance[index] < 1e-10
    return index


def axial(R):
    return round(np.linalg.det(R)) * R


def permutation(op):
    return [site_index(op[0] @ r + op[1]) for r in sites]


def spin_matrix(op):
    D = np.zeros((12, 12))
    for i, j in enumerate(permutation(op)):
        D[3*j:3*j+3, 3*i:3*i+3] = axial(op[0])
    return D


def character(name, R, parity=1):
    n = int(name[1])
    proper = 1 if n == 1 else axial(R)[n - 2, n - 2]
    return proper * (parity if np.linalg.det(R) < 0 else 1)


# Reduction of the spin representation, including the odd representations
spin_ops = [spin_matrix(op) for op in ops]
multiplicity = {}
for name in claimed:
    for parity in (1, -1):
        total = sum(character(name, op[0], parity) * np.trace(D)
                    for op, D in zip(ops, spin_ops))
        multiplicity[name, parity] = int(round(total / 8))
        assert multiplicity[name, parity] == (3 if parity == 1 else 0)

# Orthonormal mode vectors, then their assignment by projection operators
mode_names = [p + c for p in "FGCA" for c in "xyz"]
modes = {m: np.kron(patterns[m[0]], np.eye(3)["xyz".index(m[1])]) / 2
         for m in mode_names}
found = {}
for name in claimed:
    P = sum(character(name, op[0]) * D for op, D in zip(ops, spin_ops)) / 8
    members = [m for m in mode_names
               if np.linalg.norm(P @ modes[m] - modes[m]) < 1e-12]
    found[name] = "".join(sorted(members, key=lambda m: m[1]))
    assert found[name] == claimed[name]
    assert np.linalg.matrix_rank(P) == 3


def irrep_of(mode):
    return next(name for name, text in found.items() if mode in text)


magnetic_group = {}
for name in claimed:
    magnetic_group[name] = "P" + "".join(
        letter + ("'" if character(name, R) < 0 else "")
        for letter, (R, t) in reflections.items())
assert list(magnetic_group.values()) == ["Pbnm", "Pbn'm'", "Pb'nm'", "Pb'n'm"]


# Couplings generated in real space: one seed bond is carried by all operations
def orbit(start, end, tensor, number_per_cell):
    terms = []
    for R, t in ops:
        p, q = R @ start + t, R @ end + t
        M = axial(R) @ tensor @ axial(R).T * number_per_cell / 8
        terms.append((site_index(p), site_index(q), q - p, M))
    return terms


def energy_matrix(terms, k=None):
    H = np.zeros((12, 12), dtype=float if k is None else complex)
    for i, j, d, M in terms:
        phase = 1.0 if k is None else np.exp(2j * np.pi * np.dot(k, d))
        H[3*i:3*i+3, 3*j:3*j+3] += M * phase / 2
        H[3*j:3*j+3, 3*i:3*i+3] += M.T * np.conj(phase) / 2
    return H


# Generic bilinear couplings: mixing occurs inside a representation and only there
rng = np.random.default_rng(7)
onsite = rng.normal(size=(3, 3))
generic = orbit(sites[0], sites[0], onsite + onsite.T, 4)
for end in (sites[1], sites[2], sites[3], sites[0] + [1, 0, 0]):
    generic += orbit(sites[0], end, rng.normal(size=(3, 3)), 8)
H_generic = energy_matrix(generic)
largest_forbidden, smallest_allowed = 0.0, np.inf
for m1, m2 in itertools.combinations(mode_names, 2):
    coupling = abs(modes[m1] @ H_generic @ modes[m2])
    if irrep_of(m1) == irrep_of(m2):
        smallest_allowed = min(smallest_allowed, coupling)
    else:
        largest_forbidden = max(largest_forbidden, coupling)
assert largest_forbidden < 1e-12 and smallest_allowed > 1e-6

# Worked model
S, g_factor = 2.5, 2.0
Jc, Jab, K = 5.0, 5.0, 0.01
alpha, beta = 0.12, 0.10
a, b, d = 0.10, 0.08, 0.06
kappa = 0.02


def dm_tensor(D):
    x, y, z = D
    return np.array([[0, z, -y], [-z, 0, x], [y, -x, 0]])


def model(axis, scale=1.0, tilt=0.0):
    single = np.zeros((3, 3))
    single["xyz".index(axis), "xyz".index(axis)] = -K
    single[0, 2] = single[2, 0] = tilt
    if axis != "x":
        assert tilt == 0
    c_bond = Jc * np.eye(3) + scale * dm_tensor([alpha, beta, 0])
    ab_bond = Jab * np.eye(3) + scale * dm_tensor([a, b, d])
    return (orbit(sites[0], sites[0], single, 4)
            + orbit(sites[0], sites[1], c_bond, 4)
            + orbit(sites[0], sites[3], ab_bond, 8))


def ground(axis, scale=1.0, tilt=0.0):
    values, vectors = np.linalg.eigh(energy_matrix(model(axis, scale, tilt)))
    assert values[1] - values[0] > 1e-4
    spins = 2 * vectors[:, 0].reshape(4, 3)
    assert np.allclose(np.linalg.norm(spins, axis=1), 1, atol=1e-9)
    amplitude = {m: modes[m] @ spins.ravel() / 2 for m in mode_names}
    sign = np.sign(amplitude["G" + axis])
    return 4 * values[0], {m: sign * v for m, v in amplitude.items()}


# Components of D that must drop out of the k = 0 energy
for end, D, count in ((sites[1], [0, 0, 1], 4), (sites[3], [1, 0, 0], 8)):
    assert np.allclose(energy_matrix(orbit(sites[0], end, dm_tensor(D), count)), 0)

# Derived 3 x 3 energy matrix of (Gx, Ay, Fz) against the real-space bond sum
H_x = energy_matrix(model("x"))
basis = 2 * np.array([modes[m] for m in ("Gx", "Ay", "Fz")])
block = basis @ H_x @ basis.T
GF = -4 * (beta + 2 * b)
derived = np.array([[-4*Jc - 8*Jab - 4*K, 8*d, GF],
                    [8*d, 8*Jab - 4*Jc, 4*alpha],
                    [GF, 4*alpha, 4*Jc + 8*Jab]])
assert np.allclose(block, derived, atol=1e-10)

# Ground state for each easy axis: one representation each, F absent for y
results = {axis: ground(axis) for axis in "xyz"}
for axis, name in (("x", "G4"), ("y", "G1"), ("z", "G2")):
    for m, value in results[axis][1].items():
        if m not in found[name]:
            assert abs(value) < 1e-9
        else:
            assert abs(value) > 1e-4

# First-order canting formulas; the neglected part is of relative order D/J,
# so the error must shrink about tenfold when all D vectors shrink tenfold
stiffness = 2 * Jc + 4 * Jab + K
linear = {("x", "Fz"): (beta + 2*b) / stiffness,
          ("x", "Ay"): -2 * d / (4*Jab + K),
          ("z", "Fx"): -(beta + 2*b) / stiffness,
          ("z", "Cy"): alpha / (2*Jc + K)}
for scale, tolerance in ((1.0, 0.02), (0.1, 0.002)):
    for (axis, m), value in linear.items():
        amp = ground(axis, scale)[1]
        assert abs(amp[m] / amp["G" + axis] / (scale * value) - 1) < tolerance

# Allowed does not mean present; a tilted single-ion axis also gives canting
no_dm = ground("x", 0.0)[1]
assert abs(no_dm["Fz"]) < 1e-10
tilted = ground("x", 0.0, kappa)[1]
assert abs(tilted["Fz"] / tilted["Gx"] / (-kappa / stiffness) - 1) < 0.01


# Direct minimization over four unit spins, without use of the modes
def energy_of_directions(v):
    u = v.reshape(4, 3)
    u = (u / np.linalg.norm(u, axis=1)[:, None]).ravel()
    return u @ H_x @ u


direct = min(minimize(energy_of_directions, rng.normal(size=12), method="BFGS").fun
             for _ in range(6))
assert abs(direct - results["x"][0]) < 1e-5

# No lower energy at other wave vectors, on a coarse and a fine grid around k = 0
k_gap = np.inf
for width in (0.5, 0.05):
    for k in itertools.product(np.linspace(-width, width, 7), repeat=3):
        if np.linalg.norm(k) > 1e-9:
            lowest = np.linalg.eigvalsh(energy_matrix(model("x"), k))[0]
            k_gap = min(k_gap, 4 * lowest - results["x"][0])
assert k_gap > 0

for label, diagonal in (("2x", (1, -1, -1)), ("2y", (-1, 1, -1)),
                        ("2z", (-1, -1, 1)), ("inversion", (-1, -1, -1))):
    op = next(o for o in ops if tuple(np.diag(o[0])) == diagonal)
    print(f"{label}: sites 1,2,3,4 go to", [i + 1 for i in permutation(op)])
print("spin characters of identity and inversion:",
      *[int(np.trace(D)) for op, D in zip(ops, spin_ops)
        if abs(np.trace(op[0])) == 3])
for name in claimed:
    chi = [int(character(name, np.diag(q)))
           for q in ((1, -1, -1), (-1, 1, -1), (-1, -1, 1))]
    print(f"{name}: {found[name]}, characters of 2x,2y,2z {chi}, "
          f"even/odd multiplicity {multiplicity[name, 1]}/{multiplicity[name, -1]}, "
          f"group {magnetic_group[name]}")
print(f"random couplings: largest between representations {largest_forbidden:.1e}")
print(f"random couplings: smallest within a representation {smallest_allowed:.3f}")
print(f"spin S = {S}, g factor = {g_factor}")
print(f"Jc = {Jc} meV, Jab = {Jab} meV, K = {K} meV")
print(f"c bond D = ({alpha}, {beta}, 0) meV")
print(f"in-plane bond D = ({a}, {b}, {d}) meV")
print("energy matrix of (Gx, Ay, Fz), meV per cell and per S^2:")
for row in block:
    print("  ", " ".join(f"{value:9.3f}" for value in row))
for axis in "xyz":
    energy, amp = results[axis]
    text = ", ".join(f"{m} = {v:.6f}" for m, v in amp.items() if abs(v) > 1e-8)
    print(f"easy axis {axis}: {text}")
    print(f"easy axis {axis}: energy {energy * S**2 / 4:.5f} meV per Fe")
for (axis, m), value in linear.items():
    print(f"first-order {m}/G{axis} = {value:.6f}")
Fz = results["x"][1]["Fz"]
print(f"canting angle out of the ab plane, easy axis x: "
      f"{np.degrees(np.arcsin(Fz)):.4f} degrees")
print(f"weak moment along c, easy axis x: {g_factor * S * Fz:.5f} mu_B per Fe")
print(f"weak moment along a, easy axis z: "
      f"{g_factor * S * results['z'][1]['Fx']:.5f} mu_B per Fe")
print(f"Fz without D vectors: {abs(no_dm['Fz']):.1e}")
print(f"single-ion tilt kappa = {kappa} meV, no D: Fz = {tilted['Fz']:.6f}")
print(f"direct minimum minus eigenvalue result: "
      f"{abs(direct - results['x'][0]):.1e} meV per cell and per S^2")
print(f"smallest energy rise at sampled k != 0: {k_gap:.4f} meV per cell and per S^2")
print("all assertions hold")
```

Printed output:

```
2x: sites 1,2,3,4 go to [4, 3, 2, 1]
2y: sites 1,2,3,4 go to [3, 4, 1, 2]
2z: sites 1,2,3,4 go to [2, 1, 4, 3]
inversion: sites 1,2,3,4 go to [1, 2, 3, 4]
spin characters of identity and inversion: 12 12
G1: AxGyCz, characters of 2x,2y,2z [1, 1, 1], even/odd multiplicity 3/0, group Pbnm
G2: FxCyGz, characters of 2x,2y,2z [1, -1, -1], even/odd multiplicity 3/0, group Pbn'm'
G3: CxFyAz, characters of 2x,2y,2z [-1, 1, -1], even/odd multiplicity 3/0, group Pb'nm'
G4: GxAyFz, characters of 2x,2y,2z [-1, -1, 1], even/odd multiplicity 3/0, group Pb'n'm
random couplings: largest between representations 4.4e-16
random couplings: smallest within a representation 0.349
spin S = 2.5, g factor = 2.0
Jc = 5.0 meV, Jab = 5.0 meV, K = 0.01 meV
c bond D = (0.12, 0.1, 0) meV
in-plane bond D = (0.1, 0.08, 0.06) meV
energy matrix of (Gx, Ay, Fz), meV per cell and per S^2:
     -60.040     0.480    -1.040
       0.480    20.000     0.480
      -1.040     0.480    60.000
easy axis x: Fz = 0.008687, Gx = 0.999944, Ay = -0.006048
easy axis x: energy -93.83115 meV per Fe
easy axis y: Gy = 0.999910, Cz = -0.012020, Ax = 0.006032
easy axis y: energy -93.82604 meV per Fe
easy axis z: Fx = -0.008614, Gz = 0.999892, Cy = 0.011879
easy axis z: energy -93.83541 meV per Fe
first-order Fz/Gx = 0.008664
first-order Ay/Gx = -0.005997
first-order Fx/Gz = -0.008664
first-order Cy/Gz = 0.011988
canting angle out of the ab plane, easy axis x: 0.4977 degrees
weak moment along c, easy axis x: 0.04343 mu_B per Fe
weak moment along a, easy axis z: -0.04307 mu_B per Fe
Fz without D vectors: 4.2e-25
single-ion tilt kappa = 0.02 meV, no D: Fz = -0.000666
direct minimum minus eigenvalue result: 3.0e-11 meV per cell and per S^2
smallest energy rise at sampled k != 0: 0.0274 meV per cell and per S^2
all assertions hold
```
